# Parabolic and Bessel decay lengths of a gate-all-around cylinder: verification in Python

```python
"""
Result under test: in a gate-all-around cylinder of radius R with zero insulator
thickness, the source/drain disturbance decays as exp(-z/lam) with
    lam_exact = R/j01   (j01 = first zero of the Bessel function J0),
while a parabolic radial potential with Laplace's equation enforced on the axis
gives lam_par = R/2, too large by the factor j01/2 = 1.20.
Also tested: both lengths for an insulator of thickness t, and the approach to t = 0.
Symbols: eps_s, eps_i relative permittivities of semiconductor and insulator,
L gate length, V_D potential step at the drain. Lengths in nm, potentials in V.
"""
import math
import numpy as np
import sympy as sp
import scipy.sparse as sparse
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import j0, j1, y0, y1, jn_zeros
from scipy import constants as const

# ---------- inputs: rough values for a scaled silicon nanowire transistor ----------
R, L, V_D, T = 4.0, 20.0, 0.7, 300.0
eps_s, eps_i, t_ins = 11.7, 3.9, 1.0
j01 = jn_zeros(0, 1)[0]


def exact_length(radius, t, es, ei):
    """Longest decay length from matching Bessel functions at the interface."""
    if t == 0:
        return radius / j01
    b = radius + t

    def mismatch(k):
        a = k * radius
        g = j0(a) * y0(k * b) - y0(a) * j0(k * b)
        slope = j1(a) * y0(k * b) - y1(a) * j0(k * b)
        return es * j1(a) * g - ei * j0(a) * slope
    return 1 / brentq(mismatch, 0.05 / radius, j01 / radius, xtol=1e-15, rtol=1e-14)


def parabolic_length(radius, t, es, ei):
    return radius * math.sqrt(0.25 + es / (2 * ei) * math.log(1 + t / radius))


def finite_volume_length(radius, t, es, ei, cells):
    """Longest decay length from a discretized radial eigenproblem."""
    h = (radius + t) / cells
    r = (np.arange(cells) + 0.5) * h
    eps = np.where(r < radius, es, ei)
    face = np.arange(1, cells) * h * 2 * eps[1:] * eps[:-1] / (eps[1:] + eps[:-1])
    diag = np.zeros(cells)
    diag[:-1] += face
    diag[1:] += face
    diag[-1] += 2 * (radius + t) * eps[-1]
    w = r * eps * h**2
    k2 = eigh_tridiagonal(diag / w, -face / np.sqrt(w[1:] * w[:-1]),
                          eigvals_only=True, select='i', select_range=(0, 0))[0]
    return 1 / math.sqrt(k2)


# ---------- parabola: three ways of enforcing Laplace's equation ----------
r_, R_, a_, es_, ei_, log_ = sp.symbols('r R a eps_s eps_i ell', positive=True)
shape = 1 - r_**2 / R_**2
lap = sp.simplify(sp.diff(r_ * sp.diff(shape, r_), r_) / r_)
k2_axis = sp.simplify(-(lap / shape).subs(r_, 0))
k2_mean = sp.simplify(-sp.integrate(lap * r_, (r_, 0, R_))
                      / sp.integrate(shape * r_, (r_, 0, R_)))
k2_weighted = sp.simplify(-sp.integrate(lap * shape * r_, (r_, 0, R_))
                          / sp.integrate(shape**2 * r_, (r_, 0, R_)))
lam_axis, lam_mean, lam_weighted = [
    float(1 / sp.sqrt(k2.subs(R_, R))) for k2 in (k2_axis, k2_mean, k2_weighted)]
lam_par = parabolic_length(R, 0, eps_s, eps_i)
lam_exact = exact_length(R, 0, eps_s, eps_i)
assert abs(lam_axis - lam_par) < 1e-12
assert abs(lam_mean - R / math.sqrt(8)) < 1e-12
assert abs(lam_weighted - R / math.sqrt(6)) < 1e-12

# parabola with insulator: flux continuity fixes the curvature, the axis fixes lam
c2 = sp.Symbol('c2')
curv = sp.solve(2 * es_ * c2 * R_ + ei_ * (1 + c2 * R_**2) / (R_ * log_), c2)[0]
lam2_symbolic = (-1 / (4 * curv)).subs(
    {R_: R, es_: eps_s, ei_: eps_i, log_: math.log(1 + t_ins / R)})
lam_par_ins = parabolic_length(R, t_ins, eps_s, eps_i)
assert abs(float(lam2_symbolic) - lam_par_ins**2) < 1e-10

# ---------- exact lengths against the discretized eigenproblem ----------
lam_ins = exact_length(R, t_ins, eps_s, eps_i)
lam_fv = finite_volume_length(R, 0, eps_s, eps_i, 1000)
lam_fv_ins = finite_volume_length(R, t_ins, eps_s, eps_i, 1000)
assert abs(lam_fv / lam_exact - 1) < 1e-4
assert abs(lam_fv_ins / lam_ins - 1) < 1e-4
ratio = lam_par / lam_fv
assert 1.19 < ratio < 1.21

# ---------- first root of the truncated series in x = (R/(2 lam))^2 ----------


def series_root(order):
    coeff = [(-1)**n / math.factorial(n)**2 for n in range(order, -1, -1)]
    roots = np.roots(coeff)
    return min(z.real for z in roots if abs(z.imag) < 1e-9 and z.real > 0)


series = {n: series_root(n) for n in (1, 3, 4, 5)}
x_first = series_root(10)
assert abs(2 * math.sqrt(x_first) - j01) < 1e-7
rest_at_one = sum((-1)**n / math.factorial(n)**2 for n in range(2, 15))
assert rest_at_one > 0 and abs(rest_at_one - j0(2.0)) < 1e-12

# ---------- approach to the limit: ratio = (j01/2)(1 - s^2 + ...) ----------
t_small = 0.002 * R
s_small = eps_s / eps_i * math.log(1 + t_small / R)
ratio_small = (parabolic_length(R, t_small, eps_s, eps_i)
               / exact_length(R, t_small, eps_s, eps_i))
s2_coefficient = (ratio_small / (j01 / 2) - 1) / s_small**2
assert abs(s2_coefficient + 1) < 0.05

# ---------- two-dimensional Laplace problem with flat source and drain ----------
nr, nz = 80, 199
h, dz = R / nr, L / (nz + 1)
rc = (np.arange(nr) + 0.5) * h
inner, outer = np.arange(nr) * h, np.arange(1, nr + 1) * h
to_outer = outer / (rc * h**2)
to_inner = inner / (rc * h**2)
wall = to_outer.copy()
wall[-1] *= 2
A_r = sparse.diags([to_inner[1:], -(to_inner + wall), to_outer[:-1]], [-1, 0, 1])
A_z = sparse.diags([np.ones(nz - 1), -2 * np.ones(nz), np.ones(nz - 1)],
                   [-1, 0, 1]) / dz**2
rhs = np.zeros((nr, nz))
rhs[:, -1] = -1 / dz**2
A = sparse.kron(A_r, sparse.eye(nz)) + sparse.kron(sparse.eye(nr), A_z)
psi = spsolve(A.tocsc(), rhs.ravel()).reshape(nr, nz)
axis = (9 * psi[0] - psi[1]) / 8
lam_2d = 40 * dz / math.log(axis[119] / axis[79])
assert abs(lam_2d / lam_exact - 1) < 3e-3

zeros = jn_zeros(0, 20)
amps = 2 / (zeros * j1(zeros))
modes = amps / (2 * np.cosh(zeros * L / (2 * R)))
mid_exact = V_D * modes.sum()
mid_2d = V_D * axis[99]
assert abs(mid_2d / mid_exact - 1) < 5e-3
mid_par = V_D / (2 * math.cosh(L / (2 * lam_par)))
line = spsolve((A_z - 4 / R**2 * sparse.eye(nz)).tocsc(), rhs[0])
assert abs(V_D * line[99] / mid_par - 1) < 2e-3

# ---------- size of neglected effects (rough material values) ----------
q, eps0 = const.e, const.epsilon_0
kT = const.k * T / q
hb2 = const.hbar**2 / (2 * const.m_e) / q * 1e18          # eV nm^2
n_mobile = 1e18                                           # cm^-3, near threshold
debye = math.sqrt(eps_s * eps0 * kT / (q * n_mobile * 1e6)) * 1e9
lam_mobile = 1 / math.sqrt(1 / lam_exact**2 + 1 / debye**2)
m_t, m_l = 0.19, 0.92
E_light = hb2 * (j01 / R)**2 / m_t
E_mixed = hb2 * (j01 / R)**2 * (1 / m_t + 1 / m_l) / 2
barrier = 0.3
L_tunnel = L - 4 * lam_ins
sd_exponent = 2 * L_tunnel * math.sqrt(m_t * barrier / hb2)
ox_barrier, ox_mass = 3.1, 0.4
ox_exponent = 2 * t_ins * math.sqrt(ox_mass * ox_barrier / hb2)
field = V_D / lam_ins                                     # V/nm
N_drain = 1e20                                            # cm^-3
depletion = eps_s * eps0 * field * 1e9 / (q * N_drain * 1e6) * 1e9
gap, m_tun = 1.12, 0.2
btb_exponent = 4 / 3 * math.sqrt(m_tun / hb2) * gap**1.5 / field

# ---------- output ----------
print(f"radius R = {R:.1f} nm, gate length L = {L:.1f} nm")
print(f"drain step V_D = {V_D:.2f} V, temperature = {T:.0f} K")
print(f"first zero of J0, j01 = {j01:.5f}")
print(f"parabolic length (axis) = {lam_par:.4f} nm = {lam_par/R:.4f} R")
print(f"exact Bessel length = {lam_exact:.4f} nm = {lam_exact/R:.4f} R")
print(f"radial eigenproblem length = {lam_fv:.4f} nm")
print(f"length from 2D Laplace solution = {lam_2d:.4f} nm")
print(f"ratio parabolic/exact = {lam_par/lam_exact:.4f}")
print(f"parabola, cross-section average = {lam_mean:.4f} nm,"
      f" ratio {lam_mean/lam_exact:.4f}")
print(f"parabola, weighted residual = {lam_weighted:.4f} nm,"
      f" ratio {lam_weighted/lam_exact:.4f}")
for n, x in series.items():
    print(f"series to x^{n}: root x = {x:.5f}, sqrt(x) = {math.sqrt(x):.5f}")
print(f"full series: root x = {x_first:.5f}, sqrt(x) = {math.sqrt(x_first):.5f}")
print(f"sum of omitted terms at x = 1: {rest_at_one:.5f}")
print(f"gate length for L = 6 lam: parabolic {6*lam_par:.2f} nm,"
      f" exact {6*lam_exact:.2f} nm")
print(f"first-mode amplitude A_1 = {amps[0]:.4f}")
print(f"mid-channel penetration, exact series = {1e3*mid_exact:.3f} mV")
print(f"  first mode alone = {1e3*V_D*modes[0]:.3f} mV")
print(f"  2D Laplace solution = {1e3*mid_2d:.3f} mV")
print(f"  parabolic model = {1e3*mid_par:.3f} mV,"
      f" ratio to exact {mid_par/mid_exact:.3f}")
print(f"permittivities: eps_s = {eps_s}, eps_i = {eps_i}")
print(f"coefficient of s^2 in ratio/(j01/2) = {s2_coefficient:.4f}")
for t in (0.05, 0.2, 0.5, t_ins):
    lp, le = parabolic_length(R, t, eps_s, eps_i), exact_length(R, t, eps_s, eps_i)
    s = eps_s / eps_i * math.log(1 + t / R)
    print(f"t = {t:.2f} nm: s = {s:.4f}, parabolic {lp:.4f} nm,"
          f" exact {le:.4f} nm, ratio {lp/le:.4f}")
print(f"eigenproblem length at t = {t_ins:.1f} nm: {lam_fv_ins:.4f} nm")
print(f"exact length, t = {t_ins:.1f} nm over t = 0: {lam_ins/lam_exact:.3f}")
print(f"exp(-L/2lam): t = 0 {math.exp(-L/2/lam_exact):.5f},"
      f" t = {t_ins:.1f} nm {math.exp(-L/2/lam_ins):.5f}")
print(f"mobile density {n_mobile:.0e} cm^-3: Debye length {debye:.2f} nm")
print(f"  exact length with this screening = {lam_mobile:.4f} nm"
      f" ({100*(lam_mobile/lam_exact-1):.1f} percent)")
print(f"electron masses: {m_t} and {m_l} m_e; kT = {1e3*kT:.2f} meV")
print(f"confinement energy, light valleys = {1e3*E_light:.1f} meV")
print(f"  upper bound, other valleys = {1e3*E_mixed:.1f} meV")
print(f"source-drain barrier {barrier} eV, tunnel length {L_tunnel:.2f} nm")
print(f"  tunnel exponent {sd_exponent:.1f}, thermal exponent {barrier/kT:.1f}")
print(f"oxide barrier {ox_barrier} eV, mass {ox_mass} m_e:"
      f" exponent {ox_exponent:.1f} at {t_ins:.1f} nm")
print(f"drain field V_D/lam (with oxide) = {10*field:.2f} MV/cm")
print(f"drain depletion at {N_drain:.0e} cm^-3 = {depletion:.2f} nm")
print(f"band-to-band exponent (gap {gap} eV, mass {m_tun} m_e) = {btb_exponent:.1f}")
print("all good")
```

It prints:

```
radius R = 4.0 nm, gate length L = 20.0 nm
drain step V_D = 0.70 V, temperature = 300 K
first zero of J0, j01 = 2.40483
parabolic length (axis) = 2.0000 nm = 0.5000 R
exact Bessel length = 1.6633 nm = 0.4158 R
radial eigenproblem length = 1.6633 nm
length from 2D Laplace solution = 1.6644 nm
ratio parabolic/exact = 1.2024
parabola, cross-section average = 1.4142 nm, ratio 0.8502
parabola, weighted residual = 1.6330 nm, ratio 0.9818
series to x^1: root x = 1.00000, sqrt(x) = 1.00000
series to x^3: root x = 1.42999, sqrt(x) = 1.19582
series to x^4: root x = 1.44678, sqrt(x) = 1.20282
series to x^5: root x = 1.44576, sqrt(x) = 1.20240
full series: root x = 1.44580, sqrt(x) = 1.20241
sum of omitted terms at x = 1: 0.22389
gate length for L = 6 lam: parabolic 12.00 nm, exact 9.98 nm
first-mode amplitude A_1 = 1.6020
mid-channel penetration, exact series = 2.746 mV
  first mode alone = 2.746 mV
  2D Laplace solution = 2.748 mV
  parabolic model = 4.716 mV, ratio to exact 1.718
permittivities: eps_s = 11.7, eps_i = 3.9
coefficient of s^2 in ratio/(j01/2) = -0.9819
t = 0.05 nm: s = 0.0373, parabolic 2.0732 nm, exact 1.7263 nm, ratio 1.2009
t = 0.20 nm: s = 0.1464, parabolic 2.2740 nm, exact 1.9175 nm, ratio 1.1859
t = 0.50 nm: s = 0.3533, parabolic 2.6128 nm, exact 2.2781 nm, ratio 1.1469
t = 1.00 nm: s = 0.6694, parabolic 3.0587 nm, exact 2.7872 nm, ratio 1.0974
eigenproblem length at t = 1.0 nm: 2.7872 nm
exact length, t = 1.0 nm over t = 0: 1.676
exp(-L/2lam): t = 0 0.00245, t = 1.0 nm 0.02766
mobile density 1e+18 cm^-3: Debye length 4.09 nm
  exact length with this screening = 1.5407 nm (-7.4 percent)
electron masses: 0.19 and 0.92 m_e; kT = 25.85 meV
confinement energy, light valleys = 72.5 meV
  upper bound, other valleys = 43.7 meV
source-drain barrier 0.3 eV, tunnel length 8.85 nm
  tunnel exponent 21.7, thermal exponent 11.6
oxide barrier 3.1 eV, mass 0.4 m_e: exponent 11.4 at 1.0 nm
drain field V_D/lam (with oxide) = 2.51 MV/cm
drain depletion at 1e+20 cm^-3 = 1.62 nm
band-to-band exponent (gap 1.12 eV, mass 0.2 m_e) = 14.4
all good
```
